\section*{Why a compressed oxide scale can still buckle and peel}

\section*{Question}

An alumina scale grows on an alloy at high temperature. On cooling, the alloy tries to shrink more than the oxide, so the oxide ends up in compression. Cracks need tension to open, and compression pushes their faces together. Suppose the scale has a patch that has lost its bond to the alloy. Is that patch not harmless, as long as the stress in the oxide stays compressive? If it is not, where does a tensile stress come from, and how large must the patch be?

\section*{Answer}

The argument is sound for a flat scale and a crack running through its thickness. It fails for a wide detached patch, because a thin sheet can escape compression by bending away from the alloy. Bending produces local tension although the average stress remains compressive. Three questions have to be kept apart: does the patch buckle, does the detachment spread, and does the oxide itself crack?

\subsection*{The flat patch}

Take a long detached strip, $-b<x<b$, in a scale of thickness $h$, with Young modulus $E$ and Poisson ratio $\nu$. The interface is flat, the alloy is thick, and the ends of the specimen are far away. I count compression $s_0$ as positive, so the initial stresses are $\sigma_x=\sigma_y=-s_0$.

If the oxide must be shortened by a strain $\varepsilon_m$ in both in-plane directions, Hooke's law gives
\begin{equation}
-\varepsilon_m=\frac{\sigma_x-\nu\sigma_y}{E}=-\frac{(1-\nu)s_0}{E},
\qquad s_0=\frac{E\varepsilon_m}{1-\nu}.
\end{equation}
The flat film is in equilibrium under this stress with no traction from the alloy beneath it. Cutting the bond therefore changes nothing: no energy is released, and the edge of the patch is not loaded. To this extent the argument in the question is right.

\subsection*{When the flat shape gives way}

Let $w(x)$ be the deflection away from the alloy, with small slope and, for now, no variation along the strip. Suppose first that the bonded scale holds the edges rigidly, so $w=w'=0$ at $x=\pm b$. An element of the deflected film is longer than its projection by the fraction $w'^2/2$. There is no shear traction on the detached film, so its axial force is uniform, and so is its extra strain $e$. With fixed ends,
\begin{equation}
e=\frac{1}{2b}\int_{-b}^{b}\frac{w'^2}{2}\,dx .
\end{equation}
The strip is long, so the strain along $y$ cannot change. Then $\Delta\sigma_y=\nu\Delta\sigma_x$ and $e=(1-\nu^2)\Delta\sigma_x/E$. The remaining compressive force per unit length is
\begin{equation}
N=h(s_0-E'e),\qquad E'=\frac{E}{1-\nu^2}.
\end{equation}
Apart from a constant, the elastic energy per unit length of strip is
\begin{equation}
U=\frac D2\int_{-b}^{b}w''^2dx+\frac{bh}{E'}(s_0-E'e)^2,
\qquad D=\frac{E'h^3}{12}.
\end{equation}
Vary $w$ by $\delta w$, which vanishes with its slope at the edges. Since $2b\,\delta e=\int w'\delta w'\,dx$,
\begin{align}
\delta U&=\int_{-b}^{b}(Dw''\delta w''-Nw'\delta w')\,dx\nonumber\\
&=\int_{-b}^{b}(Dw''''+Nw'')\,\delta w\,dx,
\end{align}
after integrating by parts. Equilibrium requires $Dw''''+Nw''=0$.

With $k^2=N/D$, the even solutions are $w=A+C\cos kx$. Zero slope at $x=b$ requires $\sin kb=0$, and the lowest nonzero choice is $kb=\pi$. The odd solutions require $\tan kb=kb$, whose first positive root, about $4.49$, lies higher. Zero deflection at the edge then gives $A=C$. Writing the crest height as $w_0=2C$,
\begin{equation}
w=\frac{w_0}{2}\left(1+\cos\frac{\pi x}{b}\right),\qquad
s_c=\frac Nh=\frac{\pi^2E'h^2}{12b^2}.
\end{equation}
Below $s_c$, bending into such a straight shape costs more energy than the compression can supply. Above it, the straight buckle exists and the average compression across it falls from $s_0$ to $s_c$. Setting $s_0=s_c$ gives the critical half-width for the straight shape,
\begin{equation}
b_c=\pi h\sqrt{\frac{E'}{12s_0}} .
\end{equation}

The film is also compressed along the strip, and this lets the flat shape give way slightly earlier. Try $w=W(x)\cos qy$ with $W=1+\cos(\pi x/b)$. Balancing the bending term $D\int(W''-q^2W)^2dx$ against $s_0h\int(W'^2+q^2W^2)\,dx$ gives $s_0/s_c=(1+2t+3t^2)/(1+3t)$ with $t=(qb/\pi)^2$. Its minimum is $0.94$, at $t\approx0.14$. The flat strip therefore first buckles into a row of bumps at about $0.94\,s_c$, or $b\approx0.97\,b_c$. A stability analysis of the straight buckle against small waves along the strip finds it stable only above $s_0/s_c\approx1.05$. The results below describe the straight buckle.

The crest height follows from the shortening. The average of $w'^2$ is $\pi^2w_0^2/(8b^2)$, so $e=\pi^2w_0^2/(16b^2)$. Since $s_0-s_c=E'e$, division by $s_c$ gives
\begin{equation}
\frac{s_0}{s_c}-1=\frac34\xi^2,\qquad
\xi=\frac{w_0}{h}=\sqrt{\frac43\left(\frac{s_0}{s_c}-1\right)} .
\end{equation}

\subsection*{Where tension appears in the oxide}

At the edge, $w''(b)=\pi^2w_0/(2b^2)$. The moment there, per unit length, is
\begin{equation}
M=Dw''(b)=\frac{s_ch\,w_0}{2}.
\end{equation}
At the crest it has the same size and the opposite sign. A moment $M$ puts a stress $6M/h^2=3s_c\xi$ on the stretched face. Adding the average stress $-s_c$ gives
\begin{equation}
\sigma_{\rm face}=s_c(3\xi-1).
\end{equation}
The stretched faces are the outer face at the crest and the inner face at the edge. They are in tension once $\xi>1/3$, which means $s_0/s_c>13/12$. A modest excess over the buckling stress is enough.

\subsection*{Energy available for spreading}

Insert the buckled shape into $U$. Its bending energy is $D\pi^4w_0^2/(8b^3)$. Using $s_ch=\pi^2D/b^2$ and $\pi^2w_0^2=16b^2(s_0-s_c)/E'$, this becomes $2bh\,s_c(s_0-s_c)/E'$. The membrane energy is $bhs_c^2/E'$, and that of the flat strip is $bhs_0^2/E'$. The change on buckling is therefore
\begin{align}
\Delta U&=\frac{bh}{E'}\left[2s_c(s_0-s_c)+s_c^2-s_0^2\right]\nonumber\\
&=-\frac{bh}{E'}(s_0-s_c)^2 .
\end{align}
When both edges advance by $db$, the new detached area per unit length is $2\,db$. The energy released per area is $G=-\frac12\,d\Delta U/db$. Because $ds_c/db=-2s_c/b$,
\begin{align}
G&=\frac{h}{2E'}\left[(s_0-s_c)^2+4s_c(s_0-s_c)\right]\nonumber\\
&=\frac{h}{2E'}(s_0-s_c)(s_0+3s_c).
\end{align}
This vanishes at $s_0=s_c$. A buckle spreads if $G$ reaches the interface toughness $\Gamma$, so buckling and spreading are separate events.

Let $r=s_c/s_0$ and $G_\infty=hs_0^2/(2E')$. Then $G/G_\infty=(1-r)(1+3r)=1+2r-3r^2$. At fixed $s_0$, this has a maximum of $4/3$ at $r=1/3$, or $b=\sqrt3\,b_c$, and tends to $1$ for a very wide strip. These values assume that the buckle stays straight. Most of the compression along the strip is still there, and for $\nu=0.25$ it makes a straight buckle unstable to waves along its length near $s_0/s_c\approx6$. A wavy buckle can release more energy than this formula gives.

\subsection*{Is the edge really pulled open?}

Energy alone does not distinguish peeling from sliding. Compare the buckled state with the flat one, which does not load the edge. Two loads have been added to the film where it meets the bond: the moment $M$, and a tensile force $ph$ that represents the lost compression. Express both as stresses:
\begin{equation}
p=s_0-s_c=\tfrac34s_c\xi^2,\qquad
m=\frac{\sqrt{12}\,M}{h^2}=\sqrt3\,s_c\xi .
\end{equation}
Since $m^2=4s_c(s_0-s_c)$, the result above is $G=h(p^2+m^2)/(2E')$.

The two loads act in opposite senses. The moment lifts the film, so the bond must pull it down near the edge and push it up farther in. The force $ph$ acts at mid-thickness, a height $h/2$ above the shear traction that resists it. That couple turns the film the other way and presses it down near the edge.

To find which wins at the tip, let $K_I$ and $K_{II}$ be the opening and shear stress intensities, and give film and substrate the same elastic constants for now. Both intensities are linear in $m$ and $p$, and $G=(K_I^2+K_{II}^2)/E'$. The energy expression holds for independent $m$ and $p$: a newly freed length of film stores $ph\cdot p/(2E')$ in stretching and $M^2/(2D)=hm^2/(2E')$ in bending, with no cross term. Hence the pair $(K_I,K_{II})$ is a rotated, possibly reflected, copy of $(m,p)$ times $\sqrt{h/2}$. One angle $\omega$ remains to be found:
\begin{align}
K_I&=\sqrt{\frac h2}\,(m\sin\omega-p\cos\omega),\nonumber\\
|K_{II}|&=\sqrt{\frac h2}\,(m\cos\omega+p\sin\omega).
\end{align}
I obtained $\omega$ and the signs from a plane-strain finite-element calculation of a film on a block $60h$ deep, with elements of size $h/80$ at the tip. The forces and relative displacements there divide $G$ into opening and shear parts. The moment alone gives $\omega=51.9^\circ$, and the force alone gives $52.0^\circ$.

The edge is pulled open if $m\tan\omega>p$. Substituting the two loads gives $\xi<4\tan\omega/\sqrt3$, or
\begin{equation}
1<\frac{s_0}{s_c}<1+4\tan^2\omega\approx7.5 .
\end{equation}
Just above buckling, $m$ grows as $\xi$ and $p$ as $\xi^2$, so opening wins. For much wider strips that remain straight, the released compression wins: the faces at the tip are pressed together and the edge is loaded in shear. The claim that a straight buckle opens its edges therefore has an upper limit as well as a lower one. That upper limit lies slightly beyond the onset of waves, so it shows the trend and is not a sharp prediction for a real wide buckle.

\subsection*{Numbers for an alumina scale}

Consider alumina on a ferritic alumina-forming alloy, with rough typical values $E=380$ GPa, $\nu=0.25$ and an expansion mismatch of $4\times10^{-6}$ K$^{-1}$. Let $h=2.0\,\mu$m, and count 600 K of cooling, after creep has stopped relaxing the stress. Then $\varepsilon_m=0.0024$ and
\begin{equation}
s_0=\frac{380\times0.0024}{0.75}=1.22\ \text{GPa},\qquad
E'=\frac{380}{1-0.25^2}=405\ \text{GPa}.
\end{equation}
The critical half-width is
\begin{equation}
b_c=\pi(2.0\,\mu\text{m})\sqrt{\frac{405}{12\times1.22}}\approx33\,\mu\text{m}.
\end{equation}
Bumps along the strip appear from about $32\,\mu$m. A patch with $b=20\,\mu$m would need 3.3 GPa for a straight buckle and about 3.1 GPa for bumps, so it stays flat at this $s_0$. The stress used here is on the low side: compressions of 3 GPa or more are often measured in such scales at room temperature, and at 3 GPa $b_c$ falls to about $21\,\mu$m.

At the same $s_0$, a patch with $b=40\,\mu$m has $s_c=0.833$ GPa and $s_0/s_c=1.46$. Hence $\xi=\sqrt{4(0.459)/3}=0.78$, and the crest stands $1.6\,\mu$m high. The edge loads are $m=\sqrt3(0.833)(0.782)=1.13$ GPa and $p=1.216-0.833=0.383$ GPa. With $\sqrt{h/2}=10^{-3}$ m$^{1/2}$,
\begin{align}
K_I&=1.129\sin51.9^\circ-0.383\cos51.9^\circ\nonumber\\
&\approx0.65\ \text{MPa}\sqrt{\text m},
\end{align}
and similarly $|K_{II}|\approx1.00$ MPa$\sqrt{\text m}$. The edge is opened and sheared together. In the finite-element solution, the bond is in tension over the first $0.65\,\mu$m, with a mean opening stress of about 0.4 GPa. At this $s_0$, opening would end near $b=33.1\sqrt{7.5}\approx91\,\mu$m if the buckle stayed straight, but waves along the strip are expected from about $80\,\mu$m.

The released energy is $G=3.5$ J/m$^2$, while $G_\infty=3.65$ J/m$^2$ and the maximum is 4.9 J/m$^2$, at $b=57\,\mu$m. For a weak interface with an assumed $\Gamma=3.0$ J/m$^2$, spreading starts when
\begin{equation}
1+2r-3r^2=\frac{3.0}{3.65},\qquad r=0.746,\qquad
b=\frac{b_c}{\sqrt r}\approx38\,\mu\text{m}.
\end{equation}
With clamped edges, a patch between about 34 and $38\,\mu$m would form a straight buckle without spreading. If $\Gamma$ exceeded 4.9 J/m$^2$, a straight buckle with clamped edges would not spread at any width. A wide, wavy buckle still might, because it also releases compression along the strip.

The oxide may fail first. At $b=40\,\mu$m the face tension is $0.833(3\times0.782-1)\approx1.1$ GPa. For an assumed tensile strength of 0.5 GPa, solving $\sigma_{\rm face}=0.5$ GPa numerically gives $b\approx36\,\mu$m. With these inputs the $40\,\mu$m buckle is thus an elastic reference state, not a prediction that the scale survives intact. A film under an average compression of 0.83 GPa would have cracked in tension.

\subsection*{How far to trust this for a real scale}

The toughness and strength are assumptions, and both depend on the particular scale and interface. The cracking threshold is the most serious limit on the example. Other idealizations move the numbers as follows.

The bonded edge can rotate. I repeated the finite-element calculation with an alloy modulus of 200 GPa and Poisson ratio 0.30, then required the slope of the strip to match the computed edge rotation. For $b=40\,\mu$m, this rotation alone raises the crest from 1.57 to $1.67\,\mu$m and $G$ from 3.5 to 3.7 J/m$^2$. The released force also draws the two edges toward each other, which gives the strip more length to shed. With both effects the crest is about $1.8\,\mu$m high and $G$ is about 4.3 J/m$^2$, so spreading starts at a smaller width than the clamped strip suggests. Buckling does too: edge rotation lowers the critical half-width of the straight shape from 33 to about $32\,\mu$m. The opening limit changes much more. With the clamped-strip loads, the gap one element behind the tip closes at $s_0/s_c\approx13$ instead of 7.5. For dissimilar materials the division between opening and shear depends on the distance from the tip, so 13 belongs to that distance and is not a sharp material limit.

The alloy can also yield. With $E^*=2/(1/E'+1/E'_{\rm alloy})$ and an assumed yield stress $\sigma_Y=0.3$ GPa, the opening-mode estimate $E^*G/(6\pi\sigma_Y^2)$ gives a plastic zone of about $0.6\,\mu$m. That is about as long as the opening zone, so the elastic stresses there should not be read literally. Finally, an extra 0.2 GPa of compression from oxide growth would lower $b_c$ from 33 to $31\,\mu$m.

So a compressive stress reading does not show that a detached patch is safe. For a long strip, first compare its half-width with $b_c$, leaving a margin because edge rotation and bumps along the strip each lower the real threshold by a few percent. If it is wider, compare $G$ with the toughness for the actual mix of opening and shear, and the face tension with the strength of the oxide.
